# Choked flow of an ideal-gas precursor through a converging valve: a program that tests the result

```python
# Result under test: steady isentropic flow of a perfect gas through a
# converging valve passage into a chamber. If p_down <= r_crit * p_up, then
#   mdot = A p_up sqrt(gamma/(Rs T_up))
#          * (2/(gamma+1))**((gamma+1)/(2(gamma-1))),
#   r_crit = (2/(gamma+1))**(gamma/(gamma-1)).
# p_up, T_up: reservoir stagnation pressure and temperature; p_down: chamber
# pressure; A: smallest passage area; Rs: gas constant per unit mass;
# gamma: heat-capacity ratio; mdot: mass flow. SI units unless stated.
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize_scalar

gamma = 1.25
molar_mass = 0.050
T_up = 400.0
p_up = 1.0e4
diameter = 0.5e-3
pulse_time = 0.020
molecule_diameter = 0.5e-9
Rs = constants.R / molar_mass
area = np.pi * diameter**2 / 4
r_crit = (2 / (gamma + 1))**(gamma / (gamma - 1))


def flux_formula(ratio, pressure, temperature, gas_constant):
    """Mass flux at a section where the local pressure is ratio * pressure."""
    bracket = ratio**(2 / gamma) - ratio**((gamma + 1) / gamma)
    return pressure * np.sqrt(2 * gamma / (gamma - 1) * bracket
                              / (gas_constant * temperature))


def choked_flow(pressure, temperature, throat_area, gas_constant):
    power = (gamma + 1) / (2 * (gamma - 1))
    return (throat_area * pressure
            * np.sqrt(gamma / (gas_constant * temperature))
            * (2 / (gamma + 1))**power)


def valve_flow(pressure, temperature, p_down, throat_area, gas_constant):
    ratio = p_down / pressure
    if ratio <= r_crit:
        return choked_flow(pressure, temperature, throat_area, gas_constant)
    return throat_area * flux_formula(ratio, pressure, temperature,
                                      gas_constant)


# First law without heat exchange: integrate c_v dT = (p/rho^2) d rho.
rho_up = p_up / (Rs * T_up)
c_v = Rs / (gamma - 1)
expansion = solve_ivp(lambda rho, T: Rs * T / (rho * c_v),
                      (rho_up, 0.4 * rho_up), [T_up], rtol=1e-10, atol=1e-9)
p_expanded = 0.4 * rho_up * Rs * expansion.y[0, -1]
assert abs(p_expanded / (p_up * 0.4**gamma) - 1) < 1e-7


# Momentum equation: integrate u du = -dp/rho along the isentrope.
def density(pressure):
    return rho_up * (pressure / p_up)**(1 / gamma)


def speed_from_momentum(pressure):
    work = quad(lambda p: 1 / density(p), pressure, p_up,
                epsabs=1e-8, epsrel=1e-11)[0]
    return np.sqrt(2 * work)


def flux_from_momentum(ratio):
    return density(ratio * p_up) * speed_from_momentum(ratio * p_up)


for test_ratio in (0.1, 0.4, 0.7, 0.95):
    assert np.isclose(flux_from_momentum(test_ratio),
                      flux_formula(test_ratio, p_up, T_up, Rs), rtol=1e-8)

# Numerical maximum of the flux and its relation to the speed of sound.
maximum = minimize_scalar(lambda r: -flux_from_momentum(r),
                          bounds=(0.05, 0.99), method="bounded",
                          options={"xatol": 1e-9})
assert abs(maximum.x - r_crit) < 1e-5
assert np.isclose(-maximum.fun * area,
                  choked_flow(p_up, T_up, area, Rs), rtol=1e-8)
p_throat = r_crit * p_up
rho_throat = density(p_throat)
u_throat = speed_from_momentum(p_throat)
T_throat = 2 * T_up / (gamma + 1)
small = 1e-4 * p_throat
sound_squared = 2 * small / (density(p_throat + small)
                             - density(p_throat - small))
assert np.isclose(u_throat, np.sqrt(sound_squared), rtol=1e-6)
assert np.isclose(p_throat / (rho_throat * Rs), T_throat, rtol=1e-10)

# Area-speed relation on the subsonic and supersonic sides of the throat.
for test_ratio in (0.85, 0.25):
    p_here = test_ratio * p_up
    p_pair = np.array([p_here * 0.9999, p_here * 1.0001])
    u_pair = np.array([speed_from_momentum(p) for p in p_pair])
    log_area = -np.log(density(p_pair) * u_pair)
    measured = np.diff(log_area)[0] / np.diff(np.log(u_pair))[0]
    mach_squared = (speed_from_momentum(p_here)**2
                    / (gamma * p_here / density(p_here)))
    assert abs(measured - (mach_squared - 1)) < 1e-4

# Time-dependent Euler equations in a smoothly converging passage.
# Reduced units: Rs = 1 and throat area = 1. All cases run side by side.
# Columns: reservoir pressure, reservoir temperature, chamber pressure.
cases = np.array([[1, 1, 0.90], [1, 1, 0.75], [1, 1, 0.50],
                  [1, 1, 0.30], [1, 1, 0.05], [2, 1, 0.30],
                  [1, 1.5, 0.30]], dtype=float)
p_res, T_res, p_chamber = cases.T
sound_res = np.sqrt(gamma * T_res)
half = (gamma - 1) / 2
cells = 50
dx = 1 / cells
face_area = 1.5 + 0.5 * np.cos(np.pi * np.linspace(0, 1, cells + 1))
cell_volume = 0.5 * (face_area[1:] + face_area[:-1]) * dx


def conserved(w):
    rho, u, p = w
    return np.array([rho, rho * u, p / (gamma - 1) + rho * u * u / 2])


def euler_flux(w):
    rho, u, p = w
    return np.array([rho * u, rho * u * u + p,
                     u * (gamma * p / (gamma - 1) + rho * u * u / 2)])


def inlet_state(w):
    # Incoming gas has reservoir entropy and total enthalpy; the
    # upstream-going wave brings its invariant from inside the passage.
    rho, u, p = w
    invariant = u - np.sqrt(gamma * p / rho) / half
    k = 1 + 1 / half
    root = np.sqrt(invariant**2 - k * (half * invariant**2 - sound_res**2))
    a = (-invariant + root) / k
    p_face = p_res * (a / sound_res)**(2 * gamma / (gamma - 1))
    return np.array([gamma * p_face / a**2, invariant + a / half, p_face])


def outlet_state(w):
    # The chamber acts through an upstream-going wave. If part of that wave
    # would be swept downstream, the outlet sits at its sonic point.
    rho, u, p = w
    a = np.sqrt(gamma * p / rho)
    a_matched = a * (p_chamber / p)**((gamma - 1) / (2 * gamma))
    a_sonic = (half * u + a) / (1 + half)
    a_face = np.where(u >= a, a, np.maximum(a_matched, a_sonic))
    p_face = p * (a_face / a)**(2 * gamma / (gamma - 1))
    return np.array([gamma * p_face / a_face**2,
                     u + (a - a_face) / half, p_face])


def rates(state):
    rho = state[0]
    u = state[1] / rho
    p = (gamma - 1) * (state[2] - rho * u * u / 2)
    w = np.array([rho, u, p])
    jump = np.diff(w, axis=2)
    before, after = jump[..., :-1], jump[..., 1:]
    slope = np.zeros_like(w)
    slope[..., 1:-1] = (0.5 * (np.sign(before) + np.sign(after))
                        * np.minimum(abs(before), abs(after)))
    left = (w + slope / 2)[..., :-1]
    right = (w - slope / 2)[..., 1:]
    a_left = np.sqrt(gamma * left[2] / left[0])
    a_right = np.sqrt(gamma * right[2] / right[0])
    slow = np.minimum(0, np.minimum(left[1] - a_left, right[1] - a_right))
    fast = np.maximum(0, np.maximum(left[1] + a_left, right[1] + a_right))
    flux = np.empty((3, len(cases), cells + 1))
    flux[..., 1:-1] = (fast * euler_flux(left) - slow * euler_flux(right)
                       + slow * fast * (conserved(right) - conserved(left))
                       ) / (fast - slow)
    flux[..., 0] = euler_flux(inlet_state(w[..., 0]))
    flux[..., -1] = euler_flux(outlet_state(w[..., -1]))
    flux *= face_area
    change = -np.diff(flux, axis=2)
    change[1] += p * np.diff(face_area)
    return change / cell_volume, flux[0]


start = np.zeros((3, len(cases), cells))
start[0] = (p_res / T_res)[:, None]
start[2] = p_res[:, None]
state = conserved(start)
dt = 0.4 * dx / (2 * sound_res.max())
for step in range(int(30 / dt)):
    first_rate, _ = rates(state)
    trial = state + dt * first_rate
    second_rate, _ = rates(trial)
    state = state + dt * (first_rate + second_rate) / 2
_, mass_profile = rates(state)
simulated = mass_profile[:, -1]
predicted = np.array([valve_flow(p, T, pb, 1.0, 1.0) for p, T, pb in cases])
assert np.all(np.isfinite(simulated))
# Steady flow carries the same mass through every section.
assert np.max(np.ptp(mass_profile, axis=1) / simulated) < 5e-3
# One percent allows for the finite cell width.
assert np.max(abs(simulated / predicted - 1)) < 0.01
assert np.ptp(simulated[2:5]) / simulated[3] < 1e-3
assert abs(simulated[5] / simulated[3] - 2) < 4e-3
assert abs(simulated[6] / simulated[3] - 1 / np.sqrt(1.5)) < 4e-3
assert simulated[0] < 0.95 * simulated[1] < 0.95 * simulated[3]

# Mean relative speed behind the factor sqrt(2) in the mean free path.
rng = np.random.default_rng(4)
v_one, v_two = rng.normal(size=(2, 400000, 3))
relative = np.linalg.norm(v_one - v_two, axis=1).mean()
single = np.linalg.norm(v_one, axis=1).mean()
assert abs(relative / single - np.sqrt(2)) < 5e-3


def mean_free_path(pressure, temperature):
    return (constants.k * temperature
            / (np.sqrt(2) * np.pi * molecule_diameter**2 * pressure))


# Worked example.
mdot = valve_flow(p_up, T_up, 100.0, area, Rs)
molar_flow = mdot / molar_mass
sccm = molar_flow * constants.R * 273.15 / 101325 * 1e6 * 60
path_up = mean_free_path(p_up, T_up)
path_throat = mean_free_path(p_throat, T_throat)
assert path_throat / diameter < 0.01
wrong_flow = area * flux_formula(0.01, p_up, T_up, Rs)
low = valve_flow(1.0e4, T_up, 8.0e3, area, Rs)
high = valve_flow(2.0e4, T_up, 8.0e3, area, Rs)
assert abs(high / low - 2) > 0.1

print(f"heat-capacity ratio gamma = {gamma:.2f}")
print(f"molar mass = {molar_mass * 1e3:.1f} g/mol")
print(f"specific gas constant = {Rs:.2f} J/(kg K)")
print(f"reservoir temperature = {T_up:.1f} K")
print(f"reservoir pressure = {p_up / 1e3:.2f} kPa")
print(f"reservoir density = {rho_up:.5f} kg/m^3")
print(f"throat diameter = {diameter * 1e3:.2f} mm")
print(f"throat area = {area * 1e6:.5f} mm^2")
print(f"critical pressure ratio = {r_crit:.5f}")
print(f"throat pressure, choked = {p_throat / 1e3:.4f} kPa")
print(f"throat temperature, choked = {T_throat:.2f} K")
print(f"throat density, choked = {rho_throat:.5f} kg/m^3")
print(f"throat speed, choked = {u_throat:.2f} m/s")
print(f"choked mass flow = {mdot * 1e6:.4f} mg/s")
print(f"choked molar flow = {molar_flow * 1e6:.2f} umol/s")
print(f"choked flow, 0 C and 101325 Pa = {sccm:.1f} sccm")
print(f"pulse time = {pulse_time * 1e3:.1f} ms")
print(f"pulse dose = {mdot * pulse_time * 1e9:.2f} ug")
print(f"pulse dose = {molar_flow * pulse_time * 1e6:.3f} umol")
print(f"model molecule diameter = {molecule_diameter * 1e9:.2f} nm")
print(f"mean free path, reservoir = {path_up * 1e6:.3f} um")
print(f"mean free path, throat = {path_throat * 1e6:.3f} um")
print(f"throat Knudsen number = {path_throat / diameter:.5f}")
print("Reservoir 10 kPa: chamber pressure, mass flow")
for p_down in (9e3, 8e3, 7e3, 6e3, 5e3, 2e3, 1e2):
    flow = valve_flow(p_up, T_up, p_down, area, Rs)
    print(f"  {p_down / 1e3:.1f} kPa, {flow * 1e6:.4f} mg/s")
print(f"wrong use of p_down=0.1 kPa at throat: {wrong_flow * 1e6:.4f} mg/s")
print("Chamber 1 kPa: reservoir pressure, mass flow")
for pressure in (5e3, 1e4, 2e4):
    flow = valve_flow(pressure, T_up, 1e3, area, Rs)
    print(f"  {pressure / 1e3:.1f} kPa, {flow * 1e6:.4f} mg/s")
print(f"chamber 8 kPa, reservoir 10 kPa: {low * 1e6:.4f} mg/s")
print(f"chamber 8 kPa, reservoir 20 kPa: {high * 1e6:.4f} mg/s")
print(f"flow ratio on this doubling = {high / low:.4f}")
print("Euler runs, reduced units: p_up, T_up, p_down, run, formula")
for case, run, formula in zip(cases, simulated, predicted):
    print(f"  {case[0]:.1f}, {case[1]:.1f}, {case[2]:.2f}, "
          f"{run:.5f}, {formula:.5f}")
print(f"largest Euler deviation = "
      f"{100 * np.max(abs(simulated / predicted - 1)):.3f} percent")
print("all assertions hold")
```

Running it gives:

```
heat-capacity ratio gamma = 1.25
molar mass = 50.0 g/mol
specific gas constant = 166.29 J/(kg K)
reservoir temperature = 400.0 K
reservoir pressure = 10.00 kPa
reservoir density = 0.15034 kg/m^3
throat diameter = 0.50 mm
throat area = 0.19635 mm^2
critical pressure ratio = 0.55493
throat pressure, choked = 5.5493 kPa
throat temperature, choked = 355.56 K
throat density, choked = 0.09386 kg/m^3
throat speed, choked = 271.86 m/s
choked mass flow = 5.0100 mg/s
choked molar flow = 100.20 umol/s
choked flow, 0 C and 101325 Pa = 134.8 sccm
pulse time = 20.0 ms
pulse dose = 100.20 ug
pulse dose = 2.004 umol
model molecule diameter = 0.50 nm
mean free path, reservoir = 0.497 um
mean free path, throat = 0.796 um
throat Knudsen number = 0.00159
Reservoir 10 kPa: chamber pressure, mass flow
  9.0 kPa, 3.1954 mg/s
  8.0 kPa, 4.2075 mg/s
  7.0 kPa, 4.7490 mg/s
  6.0 kPa, 4.9859 mg/s
  5.0 kPa, 5.0100 mg/s
  2.0 kPa, 5.0100 mg/s
  0.1 kPa, 5.0100 mg/s
wrong use of p_down=0.1 kPa at throat: 0.4692 mg/s
Chamber 1 kPa: reservoir pressure, mass flow
  5.0 kPa, 2.5050 mg/s
  10.0 kPa, 5.0100 mg/s
  20.0 kPa, 10.0200 mg/s
chamber 8 kPa, reservoir 10 kPa: 4.2075 mg/s
chamber 8 kPa, reservoir 20 kPa: 10.0200 mg/s
flow ratio on this doubling = 2.3815
Euler runs, reduced units: p_up, T_up, p_down, run, formula
  1.0, 1.0, 0.90, 0.41962, 0.41972
  1.0, 1.0, 0.75, 0.59392, 0.59402
  1.0, 1.0, 0.50, 0.65800, 0.65806
  1.0, 1.0, 0.30, 0.65800, 0.65806
  1.0, 1.0, 0.05, 0.65800, 0.65806
  2.0, 1.0, 0.30, 1.31599, 1.31613
  1.0, 1.5, 0.30, 0.53725, 0.53731
largest Euler deviation = 0.026 percent
all assertions hold
```
